# Frozen-Core Quasiparticle Energies: Core Exchange and the Density in v_xc, part 1

(Sections cited here and not found follow in the second part.)

## From the Kohn–Sham eigenvalue to the frozen-core matrix element

Two frozen-core $G_0W_0$ calculations for the sodium atom place the 3s electron at $-5.20$ eV and at $-5.39$ eV. Both start from the same Kohn–Sham orbital, with the same eigenvalue of $-3.08$ eV, and both use the same self-energy for the valence electron. They differ in the exchange and correlation between the 3s electron and the ten core electrons in 1s, 2s and 2p. The first calculation adds the Fock exchange with the core and subtracts the exchange-correlation potential of the full density. The second adds no core exchange and subtracts the potential of the valence density alone. To see where the 0.19 eV comes from, one has to follow what is put into the Hamiltonian and what is taken out.

The algebra is in atomic units. The density is $n=n_c+n_v$, with a core part $n_c$ and a valence part $n_v$. The orbitals are real and orthonormal, and each has a definite spin. For a state $n$, every spin-dependent potential below is the one for the spin of that state. The Kohn–Sham equation is

$$
\left(h+v_H[n]+v_{xc}[n]\right)\psi_n=\varepsilon_n\psi_n ,\qquad h=-\tfrac12\nabla^2+v_{ext},
$$

where $v_{ext}$ is the potential of the nuclei and $v_H$ the Hartree potential. The quasiparticle equation has the same $h$ and $v_H[n]$, but a self-energy $\Sigma$, nonlocal and energy dependent, in place of $v_{xc}$:

$$
\left(h+v_H[n]\right)\phi_n+\Sigma(E_n)\phi_n=E_n\phi_n .
$$

I assume that the quasiparticle orbital may be replaced by the Kohn–Sham orbital, which keeps the diagonal matrix element of the correction and drops the mixing of orbitals. With $\langle A\rangle=\langle\psi_n|A|\psi_n\rangle$, projection of the second equation on $\psi_n$ gives $E_n=\langle h+v_H[n]\rangle+\langle\Sigma(E_n)\rangle$. The first equation gives $\langle h+v_H[n]\rangle=\varepsilon_n-\langle v_{xc}[n]\rangle$. Hence

$$
E_n=\varepsilon_n+\langle\Sigma(E_n)-v_{xc}[n]\rangle . \tag{1}
$$

The subtracted potential is fixed by the Hamiltonian that produced $\varepsilon_n$. If that Hamiltonian contained $v_{xc}$ of the full density, then this potential has to come out, whatever is later decided about $\Sigma$. The Hartree potential of the core is present in both equations and needs no correction.

In the $GW$ approximation the self-energy is the product of the Green function and the screened interaction $W$. With time-ordered functions and a positive infinitesimal $\eta$,

$$
\Sigma(\mathbf r,\mathbf r';\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\eta\omega'}G(\mathbf r,\mathbf r';\omega+\omega')\,W(\mathbf r,\mathbf r';\omega'),
$$

$$
G(\mathbf r,\mathbf r';\omega)=\sum_m\frac{\psi_m(\mathbf r)\psi_m(\mathbf r')}{\omega-\varepsilon_m\mp i\eta},
$$

where the upper sign holds for occupied states and the lower for empty ones, and $m$ runs over states with the spin of $n$. Write $W=v+W_p$, where $v$ is the bare Coulomb interaction and $W_p$ the part due to polarisation.

The bare part does not depend on $\omega'$. The factor $e^{i\eta\omega'}$ allows the contour to be closed in the upper half-plane. An occupied state has its pole there, at $\omega'=\varepsilon_m-\omega+i\eta$, and contributes $(i/2\pi)(2\pi i)=-1$. An empty state has its pole in the lower half-plane and contributes nothing. The result is Fock exchange,

$$
\Sigma_x(\mathbf r,\mathbf r')=-\sum_m^{occ}\frac{\psi_m(\mathbf r)\psi_m(\mathbf r')}{|\mathbf r-\mathbf r'|}. \tag{2}
$$

It is a sum over occupied orbitals, so it separates into a core sum and a valence sum without approximation. The core sum is the core–valence exchange operator $V_x^{cv}$, and the valence sum is $\Sigma_x^v$.

For the polarisation part we need $W_p$ in the random-phase approximation. Let $t$ label a transition from an occupied orbital $i$ to an empty orbital $a$ of the same spin, with pair density $\rho_t=\psi_i\psi_a$ and energy difference $\Delta_t=\varepsilon_a-\varepsilon_i>0$. The independent-particle response is

$$
\chi_0(\mathbf r,\mathbf r';\omega)=\sum_t\rho_t(\mathbf r)\frac{2\Delta_t}{\omega^2-\Delta_t^2}\rho_t(\mathbf r').
$$

The full response obeys $\chi=\chi_0+\chi_0v\chi$. It therefore has the form $\chi=\sum_{tt'}\rho_tX_{tt'}\rho_{t'}$, and inserting this form gives $X=P+PKX$, where $P$ is the diagonal matrix of the fractions above and $K_{tt'}$ is the Coulomb energy of the two pair densities. Thus $X^{-1}=P^{-1}-K$, or

$$
X^{-1}=(2\Delta)^{-1/2}\left(\omega^2-M\right)(2\Delta)^{-1/2},\qquad M=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}.
$$

Let $M$ have eigenvalues $\Omega_s^2$ and normalised eigenvectors $Z_s$, with components $Z_{ts}$. Inverting the product gives $X=(2\Delta)^{1/2}\sum_sZ_s(\omega^2-\Omega_s^2)^{-1}Z_s^T(2\Delta)^{1/2}$. Since $W_p=v\chi v$, the element of $W_p$ between the pair density $\psi_n\psi_m$ and itself is

$$
\sum_s\frac{2\Omega_s\,(w^s_{nm})^2}{\omega^2-\Omega_s^2},\qquad
w^s_{nm}=\sum_t(nm|t)\sqrt{\frac{\Delta_t}{\Omega_s}}\,Z_{ts}, \tag{3}
$$

where $(nm|t)$ is the Coulomb integral of $\psi_n\psi_m$ with $\rho_t$.

The frequency integral now follows from residues. With the time-ordered infinitesimals,

$$
\frac{2\Omega_s}{\omega'^2-\Omega_s^2}\;\rightarrow\;\frac{1}{\omega'-\Omega_s+i\eta}-\frac{1}{\omega'+\Omega_s-i\eta}.
$$

The product of $G$ and $W_p$ falls off as $\omega'^{-3}$, so the factor $e^{i\eta\omega'}$ can be dropped and the contour may be closed in either half-plane. For an occupied $m$ the pole of $G$ lies in the upper half-plane, so we close in the lower one. We meet $\omega'=\Omega_s-i\eta$ with residue factor $+1$, and a clockwise contour gives $(i/2\pi)(-2\pi i)=1$. For an empty $m$ we close in the upper half-plane and meet $\omega'=-\Omega_s+i\eta$. Its residue factor is $-1$, and $(i/2\pi)(2\pi i)(-1)=1$. Therefore

$$
\langle\Sigma_c(\omega)\rangle=\sum_{m,s}\frac{(w^s_{nm})^2}{\omega-\varepsilon_m\pm\Omega_s}, \tag{4}
$$

with the plus sign for occupied and the minus sign for empty states.

The core enters this correlation term in two places. It appears among the states $m$, through $G=G_c+G_v$, where $G_v$ contains the valence and the empty states. It also appears among the transitions $t$ that build $W_p$. Written as operators, with the frequency integral understood,

$$
\Sigma=V_x^{cv}+\Sigma_x^v+iG_vW_p+iG_cW_p .
$$

The frozen-core approximation drops the last term and replaces $W_p$ in the third by $W_p^v$, which is built from transitions out of valence orbitals. What remains is

$$
\Sigma\approx V_x^{cv}+\Sigma_v,\qquad \Sigma_v=\Sigma_x^v+iG_vW_p^v . \tag{5}
$$

Freezing the core does not remove $V_x^{cv}$. The dropped terms require a core electron to be excited, or a core hole to be accompanied by an excitation of the system. The exchange in (2) requires neither: it expresses the antisymmetry between the state $n$ and the core electrons of the same spin, and it is present for a rigid core.

The energy denominators indicate when the two omissions are reasonable. In (4) a core state contributes $(w^s_{nc})^2/(\omega-\varepsilon_c+\Omega_s)$. For $\omega=\varepsilon_n$ above the core level this is positive, and it is small if the core is deep and overlaps little with $\psi_n$. A core transition enters the low-frequency response with weight $-2/\Delta_t$. This is small for a deep core, but it does not vanish, and it describes the polarisability of the core. If an occupied shell is shallow enough for its $\Delta_t$ to be comparable with those of the valence electrons, the argument fails and the shell has to be treated as valence.

Equation (1) still contains the unknown energy inside $\Sigma_v$. To first order in $E_n-\varepsilon_n$,

$$
\langle\Sigma_v(E_n)\rangle\approx\langle\Sigma_v(\varepsilon_n)\rangle+(E_n-\varepsilon_n)\langle\Sigma_v'(\varepsilon_n)\rangle ,
$$

where the prime is the derivative with respect to energy. Insert (5) and this expansion in (1), and collect the terms with $E_n-\varepsilon_n$ on the left:

$$
(E_n-\varepsilon_n)\left(1-\langle\Sigma_v'\rangle\right)=\langle\Sigma_v(\varepsilon_n)+V_x^{cv}-v_{xc}[n]\rangle .
$$

The frozen-core quasiparticle energy is therefore

$$
E_n=\varepsilon_n+Z_n\langle\Sigma_v(\varepsilon_n)+V_x^{cv}-v_{xc}[n_c+n_v]\rangle,\qquad Z_n=\frac{1}{1-\langle\Sigma_v'(\varepsilon_n)\rangle}. \tag{6}
$$

Core exchange and $v_{xc}$ are static and do not enter $Z_n$, but $Z_n$ multiplies them. Differentiation of (4) gives a sum of negative terms, so $0<Z_n<1$ as long as $\varepsilon_n$ does not coincide with a pole.

The second prescription of the opening example is

$$
E_n^{val}=\varepsilon_n+Z_n\langle\Sigma_v(\varepsilon_n)-v_{xc}[n_v]\rangle . \tag{7}
$$

It seems to conflict with the rule that the full $v_{xc}[n]$ has to be removed. Adding and subtracting $v_{xc}[n]$ resolves this:

$$
\Sigma_v-v_{xc}[n_v]=\left\{\Sigma_v+v_{xc}[n]-v_{xc}[n_v]\right\}-v_{xc}[n] .
$$

The braces contain the self-energy that (7) uses in effect. Its valence part is the $GW$ one, while exchange and correlation between core and valence remain at the Kohn–Sham level, as the difference of two local potentials. Equation (7) thus removes the right potential and makes another approximation for the core–valence interaction. At fixed orbitals, subtraction of (7) from (6) gives

$$
E_n-E_n^{val}=Z_nD_n,\qquad D_n=\langle V_x^{cv}\rangle-\langle v_{xc}[n]-v_{xc}[n_v]\rangle . \tag{8}
$$

Two mixtures of the prescriptions are inconsistent. If $v_{xc}[n]$ is subtracted and $V_x^{cv}$ is left out, the state loses its core exchange, and the energy is wrong by $-Z_n\langle V_x^{cv}\rangle$ relative to (6). If $V_x^{cv}$ is added and $v_{xc}[n_v]$ subtracted, core–valence exchange is counted twice, once as a Fock term and once in the local potential that was left in place. The error relative to (6) is then $Z_n\langle v_{xc}[n]-v_{xc}[n_v]\rangle$.

There is a setting in which subtracting $v_{xc}[n_v]$ is what (1) itself demands. Suppose an ionic pseudopotential has been obtained from a screened atomic potential by removing $v_H[n_v]$ and $v_{xc}[n_v]$ of the atomic valence density. The solid or molecule is then calculated with that ionic potential plus $v_H[n_v]$ and $v_{xc}[n_v]$ of its own valence density. The core–valence part of exchange and correlation is contained in the ionic potential, fixed in the atom. The explicit exchange-correlation term of this Hamiltonian is $v_{xc}[n_v]$, and replacing it by $\Sigma_v$ gives (7). Adding $V_x^{cv}$ here would count core exchange twice unless the corresponding part of the ionic potential were also removed. In an all-electron or PAW Hamiltonian, where $v_{xc}$ is evaluated with the core density present, both (6) and (7) can be formed, and the choice between them is a choice of physics.

Where $v_{xc}$ is evaluated with the core density present, both prescriptions can be formed; they treat core–valence exchange and correlation differently, and at fixed orbitals their energies differ by $Z_nD_n$. It remains to evaluate this difference for sodium, to compare both prescriptions with a calculation that includes the core, and to form the matrix elements in PAW.
